# Choosing the Step Tolerance for Bounded, Stiff Trap Kinetics

## One trap emptying

Take one electron trap, filled with probability $f$, that can only emit:

$$\frac{df}{dt}=-e f,\qquad f(t)=f(0)\,e^{-et}.$$

The occupation falls towards zero and never crosses it. A numerical step of length $h$ multiplies $f$ by a number that depends on $x=eh$. Forward Euler multiplies by $1-x$. This is negative for $x>1$, and its magnitude exceeds one for $x>2$. A trap that empties in a millisecond therefore holds the step near a millisecond for a whole hour, long after it is empty.

Backward Euler evaluates the rate at the end of the step, $f'=f-xf'$, so

$$f'=\frac{f}{1+x}.$$

(Here and below a prime on an occupation marks the new value, not a derivative.) The factor lies between 0 and 1 for every $x>0$, so the step can be as long as accuracy allows. The price is accuracy: $1/(1+x)=1-x+x^2-\dots$, while $e^{-x}=1-x+x^2/2-\dots$.

A program that chooses its own steps asks the user for a tolerance. This guide derives what that number controls, what it costs, and when it affects the bounds $0\le f\le1$.

## What the tolerance measures

Take the same interval once with a whole step and once with two half steps:

$$f_{\rm w}=\frac{f}{1+x},\qquad f_{\rm h}=\frac{f}{(1+x/2)^2}.$$

Since $(1+x/2)^2=1+x+x^2/4$, their difference is

$$f_{\rm w}-f_{\rm h}=\frac{f\,x^2/4}{(1+x)(1+x/2)^2}. \tag{1}$$

For small $x$ this is $fx^2/4$. The half-step result expands as $f(1-x+\tfrac34x^2)$, so its error is also $fx^2/4$ to leading order. The difference thus estimates the error of $f_{\rm h}$. A step is accepted if the largest difference over all traps is at most the tolerance $\tau$, an absolute number on the scale of occupation probability.

Subtracting the estimated error gives a better value,

$$f_{\rm x}=2f_{\rm h}-f_{\rm w}.$$

The second-order terms now agree with the exact ones: $2\cdot\tfrac34-1=\tfrac12$. The same holds for a nonlinear system $df/dt=F(f)$ with Jacobian $J$. The whole step gives $f+hF+h^2JF$, the half steps give $f+hF+\tfrac34h^2JF$, and the exact solution is $f+hF+\tfrac12h^2JF$, up to terms in $h^3$.

As the estimate scales as $h^2$, the next step is

$$h_{\rm new}=h\,\min\!\left[5,\max\!\left(0.2,\;0.9\sqrt{\tau/\text{estimate}}\right)\right].$$

In steady operation the estimate stays close to $0.9^2\tau=0.81\tau$, slightly below it when the occupation falls during the step.

## Stability does not secure the bounds

With $z=-x$, allowed to be complex, the extrapolated step multiplies $f$ by

$$R(z)=\frac{2}{(1-z/2)^2}-\frac1{1-z}
=\frac{1-z-z^2/4}{(1-z/2)^2(1-z)}.$$

Its poles, $z=1$ and $z=2$, lie in the right half plane. On the imaginary axis, $z=iy$, the squared denominator minus the squared numerator is

$$\left(1+\tfrac{y^2}{4}\right)^2(1+y^2)-\left[\left(1+\tfrac{y^2}{4}\right)^2+y^2\right]
=y^2\left[\left(1+\tfrac{y^2}{4}\right)^2-1\right]\ge0.$$

Hence $|R|\le1$ on the axis and, by the maximum principle, throughout the left half plane. Also $R\to0$ for $|z|\to\infty$. These two properties together are L-stability: decaying modes never grow, and infinitely fast ones are removed in one step.

Yet for real decay the numerator is $1+x-x^2/4$, which is negative for

$$x>2+2\sqrt2\approx4.83. \tag{2}$$

The lowest value is $R\approx-0.036$, near $x=11.8$. A full trap that took such a step would end with occupation $-0.036$. L-stability limits magnitude, not sign.

The cure uses the fact that $f_{\rm h}$ stays inside. If an extrapolated component leaves $[0,1]$, keep its half-step value. Because $f_{\rm x}=f_{\rm h}+(f_{\rm h}-f_{\rm w})$ and the bracket is at most $\tau$ in magnitude, the excursion is at most $\tau$. A component can go negative only if $f_{\rm h}<\tau$, so the replacement acts within $\tau$ of a wall. The same argument holds at the upper wall.

Make the replacement trap by trap. Using half-step values for all traps whenever one nearly empty trap misbehaves would reduce the slow traps, which carry the signal, to first order.

## Several traps sharing one barrier

Let level $i$ have sheet density $N_i$ and weight $w_i=N_i/N$, where $N=\sum_iN_i$. With one electron per trap,

$$\frac{df_i}{dt}=c_i(u)(1-f_i)-e_if_i,\qquad u=\sum_iw_if_i. \tag{3}$$

At $f_i=0$ the right side is $c_i\ge0$, and at $f_i=1$ it is $-e_i\le0$, so the exact solution stays in $[0,1]$. Trapped electrons repel further ones, so $c_i$ decreases with $u$.

Backward Euler requires $f_i'=f_i+h[c_i(u')(1-f_i')-e_if_i']$. Collecting $f_i'$ gives

$$f_i'=\frac{f_i+hc_i(u')}{1+hc_i(u')+he_i}. \tag{4}$$

If $0\le f_i\le1$, the numerator is non-negative and no larger than the denominator. The bound holds for any step and any value of $u'$, even one not fully converged.

The unknown $u'$ solves one scalar equation,

$$g(u')=u'-\sum_iw_if_i'(u')=0.$$

From (4), $g(0)\le0$ and $g(1)\ge0$, so a root exists. Write $a=hc_i$ and $b=he_i$. Then

$$\frac{\partial}{\partial a}\,\frac{f_i+a}{1+a+b}=\frac{1+b-f_i}{(1+a+b)^2}\ge0.$$

The new occupation rises with $a$, and $a$ falls with $u'$, so the sum in $g$ does not increase and $g$ has slope at least one. The root is unique, and a bracketing root finder reaches it from $[0,1]$. No step is too long for the solver; accuracy alone limits it.

## Rates for a gallium nitride buffer

The example is a transistor with a carbon-doped buffer and a thin trap sheet $d=100$ nm below the channel. Capture from free electrons of density $n$ has rate $\sigma_i v n$, with cross section $\sigma_i$ and mean thermal speed $v=\sqrt{8kT/\pi m}$.

In equilibrium capture balances emission, $\sigma_ivn(1-f_i)=e_if_i$. For degeneracy factor one, $f_i/(1-f_i)=e^{(E_F-E_{t,i})/kT}$, where $E_{t,i}$ is the trap level, while $n=N_Ce^{(E_F-E_C)/kT}$. The Fermi energy cancels:

$$e_i=\sigma_i v N_C\,e^{-E_i/kT},\qquad E_i=E_C-E_{t,i}.$$

At 300 K, with $m=0.2\,m_0$, $v=2.41\times10^7$ cm/s and $N_C=2.24\times10^{18}$ cm$^{-3}$. The four levels are:

| $E_i$ (eV) | $\sigma_i$ (cm²) | $N_i$ (cm⁻²) | $1/e_i$ (s) |
|---|---|---|---|
| 0.45 | 1e-15 | 2e11 | 6.72e-4 |
| 0.60 | 2e-15 | 3e11 | 0.111 |
| 0.75 | 1e-15 | 3e11 | 73.6 |
| 0.90 | 3e-15 | 2e11 | 8120 |

During a 1 µs stress, hot electrons with $n_{\rm inj}=10^{15}$ cm$^{-3}$ and $T_e=2000$ K reach the sheet. The trapped charge $qNu$ and its image in the channel form a parallel-plate capacitor, so an electron must climb $q^2Nud/\varepsilon$. With a Boltzmann factor at the electron temperature,

$$c_i(u)=\sigma_iv(T_e)n_{\rm inj}\,e^{-Bu},\qquad B=\frac{q^2Nd}{\varepsilon kT_e}.$$

For $\varepsilon=9\varepsilon_0$ the full sheet would raise the barrier by 2.01 eV. Dividing by $kT_e=0.172$ eV gives $B=11.7$. The fastest initial capture rate, $1.86\times10^8$ s$^{-1}$, is $1.5\times10^{12}$ times the slowest emission rate.

## The microsecond stress

When emission is negligible, (3) gives $d\ln(1-f_i)/dt=-c_i$. All capture rates share the same electron flux; let $\Phi$ be its time integral. Starting from empty traps,

$$f_i=1-e^{-\sigma_i\Phi},\qquad
t=\int_0^{\Phi}\frac{e^{Bu(\Phi')}}{v(T_e)n_{\rm inj}}\,d\Phi'. \tag{5}$$

This reduces the stress to one quadrature and checks the stepping independently. Without the barrier, a trap with $\sigma=10^{-15}$ cm² would have $\sigma\Phi=6.21\times10^7\times10^{-6}=62$ and would be full. Equation (5) gives $f=0.395$, that is $\sigma\Phi=-\ln0.605=0.50$. The barrier slows the filling so strongly that the traps are far from full when the stress ends.

Traps with two and three times the cross section then have $1-f=0.605^2$ and $0.605^3$, so $f=0.634$ and $0.779$. Integration of the full equations gives 0.395, 0.635, 0.395 and 0.779. The largest difference from (5) is $4\times10^{-4}$, below the emission probability of the shallowest trap during the stress, $1.5\times10^3\times10^{-6}=1.5\times10^{-3}$.

The trapped density is the sum of $N_if_i$:

$$(2\times0.395+3\times0.635+3\times0.395+2\times0.779)\times10^{11}=5.44\times10^{11}\ \text{cm}^{-2}.$$

The opposite limit is endless injection. Setting (3) to zero gives $f_i=c_i/(c_i+e_i)$, again with one unknown $u$. The shallowest trap settles at 0.52, and the others are at least 99.7% full. Stepping to 10 s with $\tau=10^{-5}$ reproduced these values within $10^{-5}$.

The order was measured over the first 50 ns of stress by halving a fixed step, from 400 to 800 steps. The error fell with power 0.99 for backward Euler and 1.87 for extrapolation, close to the derived 1 and 2.

## The hour of recovery: cost and error

After the stress, free electrons are taken to be absent from the sheet, so each trap decays exponentially. This lets us predict what the tolerance buys.

While trap $i$ controls the step and $x$ is small, (1) and the controller give $f_ix^2/4=0.81\tau$, so

$$x=e_ih=1.8\sqrt{\tau/f_i}. \tag{6}$$

The number of steps is the integral of $dt/h=e_i\,dt/x$. With $\sqrt{f_i}=\sqrt{f_i(0)}\,e^{-e_it/2}$,

$$n_i=\int\frac{e_i\sqrt{f_i}}{1.8\sqrt\tau}\,dt
=\frac{1.11}{\sqrt\tau}\left[\sqrt{f_i(\text{start})}-\sqrt{f_i(\text{end})}\right]. \tag{7}$$

The emission rate has dropped out: a trap costs the same number of steps whether it empties in a millisecond or a minute. If the lifetimes are well separated, the traps take control one after another and their costs add.

The first three traps empty completely. The deepest falls from 0.779 to $0.779\,e^{-3600/8124}=0.500$. The square roots sum to $0.628+0.797+0.629+(0.883-0.707)=2.23$, so (7) predicts 248 steps for $\tau=10^{-4}$ and 2480 for $\tau=10^{-6}$. The runs took 247 and 2393. Forward Euler, at its stability limit $2/e_1$, would need $2.7\times10^6$.

The accumulated error follows in the same way. Since $R(-x)$ has no cubic term and $e^{-x}$ contains $-x^3/6$, each extrapolated step adds an error $f_ix^3/6$. Dividing by $h=x/e_i$ and using (6) gives a source $e_if_ix^2/6=0.54\,\tau e_i$. Earlier errors decay with the trap, so the error $\delta$ obeys

$$\frac{d\delta}{dt}=-e_i\delta+0.54\,\tau e_i,\qquad \delta\to0.54\,\tau .$$

Against a tightly converged stress solution followed by exact exponentials, the largest errors in occupation were $0.68\,\tau$ at $\tau=10^{-4}$ and $0.78\,\tau$ at $10^{-6}$. Both maxima occur as recovery begins, in the deepest trap: they are the error left by the stress, which the estimate leaves out. Recovery started from the converged stress solution gives at most $0.48\,\tau$ and $0.53\,\tau$, close to the estimate. In this problem the tolerance is a fair measure of the absolute error itself, though not a guaranteed bound.

## When the fallback acts

A slow trap $s$ sets the step while a faster trap $f$ still holds a remnant. By (6) the fast trap sees

$$x_f=1.8\,\frac{e_f}{e_s}\sqrt{\frac{\tau}{f_s}}.$$

For the second and third levels, $e_f/e_s=662$ and $f_s=0.395$. At $\tau=10^{-4}$ this gives $x_f=19$, beyond the limit (2), so negative values must be expected. Over all pairs of traps the run produced 179, the largest only $3\times10^{-7}$ in magnitude, far below the permitted $10^{-4}$. All were replaced.

At $\tau=10^{-6}$ the same pair starts at $x_f=1.9$. To reach 4.83, the slow trap must first fall by $(4.83/1.9)^2\approx6.5$, which takes 1.9 of its lifetimes, or more than 1200 lifetimes of the fast trap. By then the fast occupation has dropped below the smallest number that double precision can hold and is zero. The run had no excursion.

A tight tolerance can therefore hide the loss of sign without removing its cause. With other lifetimes it may return, so the fallback should stay on at every tolerance.

## Choosing the setting

**Start from the observable.** Suppose a share $r=0.6$ of the on-resistance comes from the stretch above the traps, and that every trapped electron removes one from the channel density $n_s=8\times10^{12}$ cm$^{-2}$. At fixed mobility and small fixed drain voltage,

$$\frac{I}{I_0}=\left[(1-r)+\frac{r}{1-y}\right]^{-1}=\left[1+\frac{ry}{1-y}\right]^{-1},\qquad y=\frac{n_t}{n_s}.$$

After the stress $y=0.068$, so $ry/(1-y)=0.0438$ and the current loss is $0.0438/1.0438=4.2\%$. It is 3.7% after 1 ms, 2.1% after 1 s, 1.4% after 100 s and 0.75% after an hour.

To leading order in $y$, an error $\delta$ in every occupation changes the loss by $rN\delta/n_s=0.075\,\delta$. With $\delta=7\times10^{-5}$, the largest error at $\tau=10^{-4}$, that is $5\times10^{-6}$, or 0.0005 percentage points. For this curve $\tau=10^{-4}$ is ample. Tightening it to $10^{-6}$ costs ten times the steps, as $\tau^{-1/2}$ requires.

**Go lower for small remnants.** The tolerance is absolute. An occupation of $10^{-5}$ has no reliable relative accuracy at $\tau=10^{-4}$. If a logarithmic plot must show it, choose $\tau$ well below it.

**Restart at each switch.** Rates jump when the stress ends, so a step must land there and the next must be short. For $x\gg1$, (1) tends to $f/x$. A first step longer than about $f/(\tau e)$ would pass the error test and skip the entire decay. Its end point would be acceptable, but the transient would be missing.

## What a better tolerance cannot repair

The parameters are rough but in the regime of gallium nitride transistors: a channel density near $10^{13}$ cm$^{-2}$ and trap depths of some tenths of an electronvolt up to about one. A single sheet with four sharp levels is an idealization. The emission rates also ignore the electric field, which can change them severalfold and, in strong fields, far more. An electron thermally raised to an energy $kT\,s$ below the band edge can tunnel through the remaining triangular barrier. In an electric field $F$ (here no longer the rate function used earlier), the semiclassical enhancement is

$$1+\int_0^{E_i/kT}e^{\,s-as^{3/2}}ds,\qquad a=\frac{4\sqrt{2m}\,(kT)^{3/2}}{3q\hbar F}.$$

The trapped charge produces 0.11 MV/cm between the sheet and the channel, and a built-in field of 0.10 MV/cm is assumed. Taking the full 0.11 MV/cm is an upper estimate: at the sheet itself only the image charge acts, which gives half of it. Their sum speeds emission 5.9 times and cuts the loss after an hour from 0.75% to 0.085%. This holds the field at its initial value. Letting it fall as the traps empty leaves a loss of 0.32%, so the fixed field overstates the change. With half the trapped-charge field the speed-up is 3.9, and the loss after an hour is 0.21% at fixed field and 0.35% with the field falling. If the depths were extracted from transients in the same field, the enhancement is already in them and must not be added again.

Other changes, made one at a time:

- Electrons at 3000 K instead of 2000 K raise the trapped density by 35%, to $7.3\times10^{11}$ cm$^{-2}$.
- Tunnelling emission at 0.5 MV/cm during the stress lowers it by 0.9%. That average field is 0.17 of a rough breakdown field; the higher peak at the gate edge is not modelled.
- Recovery at 400 K leaves a loss of 0.31% after 1 s, against 2.1% at 300 K.
- An emitted electron that crosses the sheet at an assumed drift speed of $10^7$ cm/s is recaptured with a probability of at most $\sum_i\sigma_iN_i\,v/(10^7\ \text{cm/s})=1.7\times10^{-3}\times2.4\approx0.4\%$, the value when all traps are empty, and a substrate 4 µm away would take about 2.5% of the image charge.

The assumption of no free electrons during recovery is delicate for the deepest level. Capture equals its emission at $n=e_4/(\sigma_4v)=1.2\times10^{-4}/(3\times10^{-15}\times2.4\times10^7)\approx1.7\times10^3$ cm$^{-3}$. The Fermi level must therefore lie well over 0.9 eV below the conduction band at the sheet. A carbon-doped buffer can provide this; where it does not, the deep trap stays partly filled, and $c_i$ must be kept in (3) during recovery. Carbon holds the Fermi level roughly 0.9 eV above the valence band, so such a buffer also contains a few holes; their capture, which is not modelled, may empty the deep trap at a rate comparable to its slow emission. The bounded step (4) applies unchanged.

The changes in electron temperature, recovery temperature and recovery field each alter the current loss by more than five hundred times the integration error at $\tau=10^{-4}$; the other changes are much smaller. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
trap depths (eV): 0.45 0.60 0.75 0.90
cross sections (cm2): 1.0e-15 2.0e-15 1.0e-15 3.0e-15
trap densities (1e11 cm-2): 2.0 3.0 3.0 2.0
mass / m0: 0.20; permittivity / eps0: 9.0
lattice T, electron T in stress (K): 300 2000
injected density (cm-3): 1.0e+15
trap sheet to channel (nm): 100
stress (us), recovery (s): 1.0 3600
channel density (cm-2): 8.0e+12; resistance share: 0.60
mean speed at lattice T, electron T (cm/s): 2.406e+07 6.213e+07
N_C at lattice T (cm-3): 2.244e+18
emission rates (1/s): 1.489e+03 8.993e+00 1.358e-02 1.231e-04
emission times (s): 6.718e-04 1.112e-01 7.362e+01 8.124e+03
initial capture rates (1/s): 6.213e+07 1.243e+08 6.213e+07 1.864e+08
barrier steepness B: 11.666
fastest capture / slowest emission: 1.51e+12
R changes sign at x = 4.8284
lowest R = -0.03612 at x = 11.76
measured orders, Euler and extrapolated: 0.988 1.869
occupations after stress: 0.39501 0.63453 0.39546 0.77906
same, fluence quadrature: 0.39543 0.63450 0.39543 0.77903
largest gap, fluence vs full: 4.3e-04
occupations after 1 h: 0.00000 0.00000 0.00000 0.50018
end of stress: trapped 5.4381e+11 cm-2, current loss 4.193 %
recovery 0.001 s: trapped 4.8094e+11 cm-2, current loss 3.696 %
recovery 0.01 s: trapped 4.4842e+11 cm-2, current loss 3.440 %
recovery 1 s: trapped 2.7286e+11 cm-2, current loss 2.075 %
recovery 100 s: trapped 1.8441e+11 cm-2, current loss 1.396 %
recovery 3600 s: trapped 1.0004e+11 cm-2, current loss 0.754 %
tol 1e-04: steps stress 138, recovery 247, rejected 1
  max recovery error 6.82e-05; caught 179, largest excursion 3.14e-07
  largest step x emission rate, trap holding charge: 4403.885
tol 1e-06: steps stress 1368, recovery 2393, rejected 3
  max recovery error 7.83e-07; caught 0, largest excursion 0.00e+00
  largest step x emission rate, trap holding charge: 3.342
explicit Euler steps for 1 h, stability limit: 2.68e+06
steady occupations, endless stress: 0.52359 0.99726 0.99999 1.00000
fields (MV/cm): trapped charge 0.109, built-in 0.10, stress 0.50
tunnelling gain, recovery: 5.91 5.91 5.91 5.91
  current loss at 1 h with it: 0.085 %
tunnelling gain, stress: 90.7 91.2 91.2 91.2
  trapped after stress with it: 5.3900e+11 cm-2
trapped after stress, electrons at 3000 K: 7.3177e+11 cm-2
emission times at 400 K (s): 4.869e-06 1.889e-04 2.933e-02 7.587e-01
current loss after 1 s at 400 K: 0.313 %
recapture chance (drift 1e+07 cm/s): 3.9e-03
injected density / N_C: 4.5e-04
image share of substrate 4 um away: 0.025
stress field / rough breakdown field: 0.17
```
